\section*{Correlation of adjacent terrace widths for strongly repelling steps}

\section*{Question}

I am trying to find the correlation coefficient of neighbouring terrace widths on a vicinal surface. The steps repel as the inverse square of their distance, every step interacts with every other, and the repulsion is strong, so I expand the energy to second order in the displacements. The value I should reach is about $-0.36$.

I treated a cut across the steps as a row of particles joined by springs and gave each normal mode the energy $k_BT/2$. With all neighbours included this gives about $-0.09$. Is the harmonic expansion at fault, or my averaging? And do the distant neighbours matter, given that their springs fall off as the fourth power of distance?

\section*{Answer}

The expansion is sound in the limit you describe. The averaging is at fault: a step is a fluctuating line, and a cut through an array of lines does not have the Boltzmann distribution of a row of particles with the same repulsion. The distant neighbours change the result by a modest but visible amount.

\subsection*{Energy of the array}

Let the steps run along $y$, with positions $x_n(y)=nL+u_n(y)$ and mean spacing $L$. I assume thermal equilibrium with no net growth, small slopes $dx_n/dy$, and steps that do not cross. With stiffness $b$ (energy per length) and repulsion $A$ (energy times length),
\begin{equation}
E=\int dy\left[\sum_n\frac b2\left(\frac{du_n}{dy}\right)^2+\sum_{n}\sum_{r\ge1}\frac{A}{(x_{n+r}-x_n)^2}\right].
\end{equation}
Put $\delta=u_{n+r}-u_n$. Then
\begin{equation}
\frac{A}{(rL+\delta)^2}=\frac{A}{r^2L^2}-\frac{2A\,\delta}{r^3L^3}+\frac{3A\,\delta^2}{r^4L^4}+\dots
\end{equation}
For each $r$ the linear terms sum to zero over $n$ in a periodic array, because every $u_n$ enters once with each sign. The quadratic term is $\frac12(6A/L^4r^4)\,\delta^2$, a spring of constant $6A/(L^4r^4)$.

For $N$ steps write $u_n=N^{-1/2}\sum_q e^{iqn}u_q$. Since $|e^{iqr}-1|^2=2(1-\cos qr)$,
\begin{equation}
E=\text{const}+\int dy\,\frac12\sum_q\left[b\left|\frac{du_q}{dy}\right|^2+K(q)|u_q|^2\right],
\qquad
K(q)=\frac{12A}{L^4}S(q),
\end{equation}
with $S(q)=\sum_{r\ge1}(1-\cos qr)/r^4$.

To sum the series, start from $\sum_r \sin(qr)/r=(\pi-q)/2$ for $0<q<2\pi$, which is minus the imaginary part of $\ln(1-e^{iq})$. Integrating, with $\sum_r 1/r^2=\pi^2/6$ at $q=0$, gives
\begin{equation}
S''(q)=\sum_{r\ge1}\frac{\cos qr}{r^2}=\frac{\pi^2}{6}-\frac{\pi q}{2}+\frac{q^2}{4}.
\end{equation}
Two more integrations with $S(0)=S'(0)=0$ give
\begin{equation}
S(q)=\frac{\pi^2q^2}{12}-\frac{\pi q^3}{12}+\frac{q^4}{48}=\frac{q^2(2\pi-q)^2}{48},
\qquad
\sqrt{K(q)}=\frac{\sqrt A}{2L^2}\,q(2\pi-q).
\end{equation}

\subsection*{Where the line enters}

Each $u_q(y)$ is itself a sum of waves with wavenumber $k$ along the step. Equipartition applies to each pair $(q,k)$, whose stiffness is $bk^2+K(q)$. The fluctuation at one fixed $y$ is the sum over all $k$, which for a long step is
\begin{equation}
\langle|u_q|^2\rangle=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{k_BT}{bk^2+K}=\frac{k_BT}{2\sqrt{bK(q)}} .
\end{equation}
Your calculation used $k_BT/K$ instead. The square root arises because the integrand is large only for $|k|$ up to about $\sqrt{K/b}$, a range that supplies half of the integral: a soft mode has a large amplitude per wave, but fewer such waves.

Define the dimensionless repulsion $\tilde A=Ab/(k_BT)^2$. Inserting $\sqrt K$ gives
\begin{equation}
\langle|u_q|^2\rangle=\frac{L^2}{\sqrt{\tilde A}}\,\frac{1}{q(2\pi-q)} .
\end{equation}

\subsection*{The correlation coefficient}

The terrace width is $s_n=x_{n+1}-x_n$. Its deviation from $L$ is $u_{n+1}-u_n$, so its spectrum is $2(1-\cos q)\langle|u_q|^2\rangle$. The covariance of widths $r$ places apart is
\begin{equation}
C_r=\int_0^{2\pi}\frac{dq}{2\pi}\,2(1-\cos q)\cos(qr)\,\langle|u_q|^2\rangle
=\frac{L^2}{\pi\sqrt{\tilde A}}\int_0^{2\pi}\frac{(1-\cos q)\cos qr}{q(2\pi-q)}\,dq .
\end{equation}
Now use
\begin{equation}
\frac1{q(2\pi-q)}=\frac1{2\pi}\left(\frac1q+\frac1{2\pi-q}\right).
\end{equation}
The numerator is unchanged by $q\to2\pi-q$, so the two fractions contribute equally:
\begin{equation}
C_r=\frac{L^2}{\pi^2\sqrt{\tilde A}}\int_0^{2\pi}\frac{(1-\cos q)\cos qr}{q}\,dq .
\end{equation}
With the function
\begin{equation}
\mathrm{Cin}(z)=\int_0^z\frac{1-\cos t}{t}\,dt ,
\end{equation}
the variance is
\begin{equation}
\sigma^2=C_0=\frac{\mathrm{Cin}(2\pi)}{\pi^2}\frac{L^2}{\sqrt{\tilde A}}=0.247\,\frac{L^2}{\sqrt{\tilde A}} .
\end{equation}
For adjacent terraces, $\cos^2q=(1+\cos2q)/2$ gives
\begin{equation}
(1-\cos q)\cos q=-(1-\cos q)+\tfrac12(1-\cos2q).
\end{equation}
The first part integrates to $-\mathrm{Cin}(2\pi)$. The substitution $t=2q$ turns the second into $\frac12\mathrm{Cin}(4\pi)$. The prefactors cancel in the ratio:
\begin{equation}
\rho_1=\frac{C_1}{C_0}=\frac{\mathrm{Cin}(4\pi)}{2\,\mathrm{Cin}(2\pi)}-1
=\frac{3.11436}{2\times2.43765}-1=-0.3612 .
\end{equation}
This is the coefficient you were looking for. It does not depend on $A$, $b$, $T$ or $L$ once $\tilde A$ is large. Replacing $1/[q(2\pi-q)]$ by its square in the integrals for $C_1$ and $C_0$, which is your row of particles, and integrating numerically gives $-0.094$.

\subsection*{What the distant neighbours do}

With springs between nearest neighbours alone, $K_1=(12A/L^4)(1-\cos q)=(24A/L^4)\sin^2(q/2)$. The width spectrum is then proportional to $\sin^2(q/2)/\sin(q/2)=\sin(q/2)$, and
\begin{equation}
\rho_1^{\rm nn}=\frac{\int_0^{2\pi}\sin(q/2)\cos q\,dq}{\int_0^{2\pi}\sin(q/2)\,dq}
=\frac{\frac12\left(\frac43-4\right)}{4}=-\frac13 ,
\end{equation}
where $\sin(q/2)\cos q=\frac12[\sin(3q/2)-\sin(q/2)]$. Numerical integration with springs up to the second neighbour gives $-0.353$, and up to the fifth $-0.360$.

The direction of this change follows from the stiffness. As $q\to0$, $K/K_1\to\pi^2/6\approx1.64$, while at $q=\pi$ the ratio is $\pi^4/96\approx1.01$. Distant springs therefore suppress long waves, for which neighbouring terraces widen together, much more than the wave at $q=\pi$, for which they alternate.

The same algebra for any $r\ge1$ gives
\begin{equation}
\rho_r=\frac{\mathrm{Cin}(2\pi(r+1))-2\,\mathrm{Cin}(2\pi r)+\mathrm{Cin}(2\pi(r-1))}{2\,\mathrm{Cin}(2\pi)} ,
\end{equation}
hence $\rho_2=-0.056$ and $\rho_3=-0.024$. For large $z$, $\mathrm{Cin}(z)$ grows as $\ln z$ plus a constant, and the second difference of $\ln r$ tends to $-1/r^2$. So $\rho_r\approx-1/[2\,\mathrm{Cin}(2\pi)\,r^2]$ at large $r$: a wide terrace is compensated mainly by its two neighbours, with a slowly decaying remainder.

\subsection*{When the repulsion is not strong}

The harmonic step can be removed. Regard $y$ as imaginary time. The Boltzmann weight is carried along $y$ by $e^{-y\mathcal H/k_BT}$, with the generator $\mathcal H=-\frac{(k_BT)^2}{2b}\sum_i\partial^2/\partial x_i^2+\sum_{i<j}A/(x_i-x_j)^2$, an energy per length. Multiplied by $b/(k_BT)^2$, it becomes
\begin{equation}
H=-\frac12\sum_i\frac{\partial^2}{\partial x_i^2}+\sum_{i<j}\frac{\tilde A}{(x_i-x_j)^2},
\end{equation}
and for long steps the positions at one $y$ have probability $\psi_0^2$, with $\psi_0$ its ground state. Place the steps on a ring of circumference $NL$, use $\varphi_i=\pi x_i/(NL)$, and sum the repulsion over periodic images, which replaces $1/x^2$ by $(\pi/NL)^2/\sin^2\varphi$. Try $\psi=\prod_{i<j}|\sin(\varphi_i-\varphi_j)|^\lambda$. With $c_{ij}=\cot(\varphi_i-\varphi_j)$,
\begin{equation}
\frac1\psi\sum_i\frac{\partial^2\psi}{\partial\varphi_i^2}
=-\lambda\sum_{i\ne j}(1+c_{ij}^2)+\lambda^2\sum_{i\ne j}c_{ij}^2+\lambda^2\sum_{i}\sum_{\substack{j\ne k\\ j,k\ne i}}c_{ij}c_{ik}.
\end{equation}
For three angles, $c_{12}c_{13}+c_{21}c_{23}+c_{31}c_{32}=-1$, because the differences $\varphi_1-\varphi_2$, $\varphi_2-\varphi_3$, $\varphi_3-\varphi_1$ add to zero. The last sum is therefore constant. Since $c^2=1/\sin^2-1$, what remains is $2\lambda(\lambda-1)\sum_{i<j}1/\sin^2(\varphi_i-\varphi_j)$ plus a constant. The factor $-\frac12$ in $H$ makes this cancel the repulsion if $\lambda(\lambda-1)=\tilde A$. The function has no node between contacts, so it is the ground state for ordered steps, and
\begin{equation}
\psi_0^2\propto\prod_{i<j}|\sin(\varphi_i-\varphi_j)|^\beta,\qquad \beta=2\lambda=1+\sqrt{1+4\tilde A}.
\end{equation}

This is the eigenvalue law of a circular random-matrix ensemble. In large matrices its local spacings agree with those in the middle of the Gaussian ensemble of the same $\beta$, which can be sampled with random tridiagonal matrices. I used matrices of size 300, rescaled the middle half of each spectrum to uniform mean density, and averaged over 600 matrices for $\beta=4.50$ and 300 for each other value:
\begin{center}
\begin{tabular}{cccc}
$\beta$ & $\sigma^2/L^2$ & $\rho_1$ & standard error of $\rho_1$\\
2 & 0.179 & $-0.306$ & 0.004\\
4.50 & 0.0945 & $-0.340$ & 0.003\\
20 & 0.0238 & $-0.352$ & 0.004\\
200 & 0.00245 & $-0.358$ & 0.004
\end{tabular}
\end{center}
At $\beta=2$ there is no energetic repulsion, and the anticorrelation comes from non-crossing alone. At $\beta=200$ the sampled value agrees with $-0.361$ within its standard error, without any harmonic expansion.

\subsection*{Numbers for a hot stepped surface}

Take $L=10$~nm, $b=0.3$~eV/nm, $A=0.1$~eV\,nm and $T=1200$~K, so $k_BT=0.1034$~eV. These are round values chosen for illustration, not data for a particular material. They give
\begin{equation}
\tilde A=\frac{0.1\times0.3}{(0.1034)^2}=2.81,\qquad \beta=1+\sqrt{1+4\times2.81}=4.50 .
\end{equation}
The strong limit is not reached. The harmonic width spread is $\sigma=10\,\mathrm{nm}\times\sqrt{0.247/\sqrt{2.81}}=3.84$~nm, whereas sampling gives $3.07$~nm, so the harmonic value is 25\% too large relative to the sampled one. The correlation fares better: $-0.361$ against a sampled $-0.340$ with standard error 0.003, less than 10\% too large in magnitude. An error in the overall amplitude, common to all $q$, would affect $\sigma$ but cancel in $\rho_1$; I have not shown that this accounts for the whole difference.

Other neglected effects can be sized with the same parameters. The first, second and fourth shifts below are relative to the harmonic $-0.361$, the third to the sampled $-0.340$.
\begin{itemize}
\item Atomic spacing along the step: cutting the $k$ integral at $\pi/(0.4\ \mathrm{nm})$ shifts $\rho_1$ by $+0.0003$. The cutoff is harmless because the decay length along the step, $\sqrt{b/K}$, is 35~nm even at $q=\pi$.
\item Finite steps: a length $\ell=1000$~nm with periodic ends multiplies $\langle|u_q|^2\rangle$ by $\coth(\ell\sqrt{K/b}/2)$ and shifts $\rho_1$ by $+0.003$.
\item Atomic rows across the step: rounding each position to rows $a=0.3$~nm apart, treated as independent uniform errors, adds $a^2/6$ to the variance and $-a^2/12$ to the covariance. The shift is $-0.0003$.
\item Growth: if a step takes up more atoms from its lower terrace than from its upper one, a flux onto the surface tends to equalize the widths between straight steps. If the steps relax by exchanging atoms with a reservoir, this acts like an extra nearest-neighbour spring, and a spring of 10\% of $6A/L^4$ shifts $\rho_1$ by $+0.002$. If atoms pass only between adjacent steps across the terraces, the response to the repulsion and the effect of the flux both carry a factor $1-\cos q$, so the flux acts like an added stiffness independent of $q$. A stiffness of $2.4A/L^4$, equal to that of the spring at $q=\pi$, shifts $\rho_1$ by $-0.038$. The same asymmetry can make the steps wavy along $y$, which neither form describes. These are tests of sensitivity; the actual form and strength need kinetic data outside the model.
\end{itemize}
The mean-square slope on the 35~nm scale is of order $k_BT/(b\times35\ \mathrm{nm})\approx0.01$, so the small-slope energy is adequate there. Over a single atomic spacing of 0.4~nm the same model gives about 0.9, which is not small. The energy is therefore a description of the step averaged over many atomic spacings, and $b$ must be the stiffness on that coarser scale.

Among the equilibrium effects sized here, finite repulsion moves the coefficient most, by $+0.021$ with a standard error of 0.003. The uncertainty of $\tilde A$ matters less than one might fear, since the sampled coefficient changes only from $-0.306$ without repulsion to about $-0.36$ at very strong repulsion. The equilibrium assumption is the more serious condition. Suppose first that the steps exchange atoms with a reservoir, and that growth or a drift of adatoms acts as a negative nearest-neighbour spring $-B$. The stiffness becomes $K(q)-2B(1-\cos q)$, so the array is stable only if $B$ is below the smallest value of $K(q)/[2(1-\cos q)]=(A/16L^4)\,[q(2\pi-q)/\sin(q/2)]^2$. Put $t=q-\pi$. Then $q(2\pi-q)=\pi^2-t^2$, and $\sin(q/2)=\cos(t/2)=\prod_{k\ge1}[1-t^2/((2k-1)^2\pi^2)]$. The first factor of the product cancels against $\pi^2-t^2$, and the others fall as $|t|$ grows, so the ratio is smallest at $q=\pi$. For $B>\pi^4A/(16L^4)\approx6.1A/L^4$ the uniform array is unstable, first towards alternating wide and narrow terraces, and neither coefficient applies. If atoms pass only between adjacent steps across the terraces, a destabilizing drive acts instead as a negative stiffness independent of $q$. Since $K(q)\to0$ as $q\to0$, even a weak drive of this kind makes long waves unstable in a large array, and the steps begin to bunch.
